# Does real-time propagation recover double excitations missing from Casida's equation?: a program that tests the result

```python
"""
RESULT UNDER TEST
With one adiabatic functional, the weak-kick spectrum of real-time Kohn-Sham
propagation equals the full Casida spectrum, and both miss double excitations.

Model: two electrons (singlet) on three sites; energies in eV, lengths in
angstrom, times in fs.  A field impulse kappa multiplies each orbital by
exp(-i k x), k = e*kappa/hbar.  X(t) is the summed electron position, and
the linear response is X(t)-X(0) = -2 k sum_I strength_I sin(E_I t/hbar),
where strength_I is the squared transition matrix element of X.
w is the electron repulsion between sites, f the Hartree-xc kernel.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm, null_space

HBAR = constants.hbar / constants.e * 1e15       # eV fs
HOP, SPACING = 2.0, 2.0
site_energy = np.array([0.0, 3.0, 2.0])
x = SPACING * np.array([-1.0, 0.0, 1.0])
repulsion = [3.0, 1.5, 0.75]
w = np.array([[repulsion[abs(i - j)] for j in range(3)] for i in range(3)])
hopping = -HOP * (np.eye(3, k=1) + np.eye(3, k=-1))
h_bare = hopping + np.diag(site_energy)
SLATER = 1.0                                     # eV, local exchange strength
STEP, STRIDE, SAMPLES = 0.005, 20, 601
DT = STEP * STRIDE
times = DT * np.arange(SAMPLES)
K_WEAK = 1e-4                                    # 1/angstrom


def v_exx(n):
    return 0.5 * (w @ n)


def v_slater(n):
    return w @ n - SLATER * np.cbrt(n)


def ground_state(potential):
    n = np.full(3, 2.0 / 3.0)
    for _ in range(5000):
        eps, phi = np.linalg.eigh(h_bare + np.diag(potential(n)))
        n_new = 2 * phi[:, 0] ** 2
        error = np.max(abs(n_new - n))
        if error < 1e-14:
            break
        n = n + 0.3 * (n_new - n)
    assert error < 1e-12
    return eps, phi, n_new


def casida(eps, phi, kernel):
    gap = eps[1:] - eps[0]
    pair = phi[:, [0]] * phi[:, 1:]
    root = np.sqrt(gap)
    coupling = pair.T @ kernel @ pair
    matrix = root[:, None] * (np.diag(gap) + 4 * coupling) * root[None, :]
    squared, vectors = np.linalg.eigh(matrix)
    assert squared[0] > 0
    energy = np.sqrt(squared)
    strength = 2 * ((x @ pair * root) @ vectors) ** 2 / energy
    return energy, strength


def propagate(potential, eps, phi, kicks):
    """Nonlinear orbital equation, fixed-step Runge-Kutta, all kicks at once."""
    h0 = h_bare - eps[0] * np.eye(3)             # removes a global phase only
    psi = np.exp(-1j * np.outer(x, kicks)) * phi[:, [0]]

    def rate(p):
        n = 2 * (p.real ** 2 + p.imag ** 2)
        return (-1j / HBAR) * (h0 @ p + potential(n) * p)

    position = np.empty((SAMPLES, len(kicks)))
    for s in range(SAMPLES):
        position[s] = 2 * x @ abs(psi) ** 2
        if s == SAMPLES - 1:
            break
        for _ in range(STRIDE):
            a = rate(psi)
            b = rate(psi + 0.5 * STEP * a)
            c = rate(psi + 0.5 * STEP * b)
            d = rate(psi + STEP * c)
            psi = psi + STEP / 6 * (a + 2 * b + 2 * c + d)
    assert np.max(abs(np.sum(abs(psi) ** 2, axis=0) - 1)) < 1e-4
    return position


def harmonic_fit(signal, energies):
    phase = np.outer(times, energies) / HBAR
    design = np.hstack([np.cos(phase), np.sin(phase)])
    coef = np.linalg.lstsq(design, signal, rcond=None)[0]
    residual = np.linalg.norm(signal - design @ coef) / np.linalg.norm(signal)
    m = len(energies)
    return coef[:m], coef[m:], residual


def analyse(signal):
    """Count and locate frequencies from the signal alone (Hankel matrix)."""
    rows = SAMPLES // 2
    hankel = np.array([signal[i:i + SAMPLES - rows + 1] for i in range(rows)])
    u, s, _ = np.linalg.svd(hankel, full_matrices=False)
    count = int(np.sum(s > 1e-6 * s[0]))
    poles = np.linalg.eigvals(np.linalg.pinv(u[:-1, :count]) @ u[1:, :count])
    energies = np.sort(HBAR * np.angle(poles) / DT)
    energies = energies[energies > 1e-6]
    _, sine, _ = harmonic_fit(signal, energies)
    return count, energies, -sine / 2, s / s[0]


def compare(potential, kernel_of, kicks):
    eps, phi, n = ground_state(potential)
    kernel = kernel_of(n)
    h = 1e-5
    numeric = np.array([(potential(n + h * q) - potential(n - h * q)) / (2 * h)
                        for q in np.eye(3)]).T
    assert np.allclose(numeric, kernel, atol=1e-7)
    energy, strength = casida(eps, phi, kernel)
    position = propagate(potential, eps, phi, kicks)
    linear = (position[:, 0] - position[:, 1]) / (2 * K_WEAK)
    count, e_rt, s_rt, singular = analyse(linear)
    assert count == 4 and len(e_rt) == 2         # two real sinusoids
    assert np.max(abs(e_rt - energy)) < 1e-4
    assert np.max(abs(s_rt - strength)) < 1e-3 * strength.max()
    predicted = -2 * np.sin(np.outer(times, energy) / HBAR) @ strength
    deviation = np.max(abs(linear - predicted)) / np.max(abs(predicted))
    assert deviation < 1e-3
    return eps, phi, energy, strength, position, e_rt, s_rt, singular, deviation


# Equivalence for exact exchange and for a nonlinear local functional
kicks = np.array([K_WEAK, -K_WEAK, 1e-3, -1e-3, 2e-3, -2e-3, 0.0])
(eps, phi, e_cas, s_cas, position, e_rt, s_rt, singular,
 deviation) = compare(v_exx, lambda n: 0.5 * w, kicks)
slater = compare(v_slater,
                 lambda n: w - np.diag(SLATER / 3 * n ** (-2 / 3)), kicks[:2])

# Exact two-electron singlets
identity = np.eye(3)
h_two = (np.kron(h_bare, identity) + np.kron(identity, h_bare)
         + np.diag(w.ravel()))
columns = []
for i in range(3):
    for j in range(i, 3):
        pair_state = np.zeros((3, 3))
        pair_state[i, j] = pair_state[j, i] = 1
        columns.append(pair_state.ravel() / np.linalg.norm(pair_state))
symmetric = np.array(columns).T
levels, vectors = np.linalg.eigh(symmetric.T @ h_two @ symmetric)
states = (symmetric @ vectors).T.reshape(-1, 3, 3)
e_exact = levels[1:] - levels[0]
rho = np.array([2 * np.sum(states[0] * state, axis=1) for state in states[1:]])
s_exact = (rho @ x) ** 2
double_weight = np.array([np.sum((phi.T @ state @ phi)[1:, 1:] ** 2)
                          for state in states[1:]])
is_double = double_weight > 0.5
assert len(e_exact) == 5 and np.sum(is_double) == 3

# Kick and propagate the exact wavefunction, then use the same analysis
x_two = (x[:, None] + x[None, :]).ravel()
evolution = expm(-1j * h_two * DT / HBAR)
wave = np.exp(-1j * np.outer(x_two, kicks[:2])) * states[0].reshape(-1, 1)
exact_position = np.empty((SAMPLES, 2))
for s in range(SAMPLES):
    exact_position[s] = x_two @ abs(wave) ** 2
    wave = evolution @ wave
exact_signal = (exact_position[:, 0] - exact_position[:, 1]) / (2 * K_WEAK)
count_exact, e_seen, s_seen, _ = analyse(exact_signal)
nearest = np.array([np.argmin(abs(e_exact - energy)) for energy in e_seen])
assert count_exact > 4 and np.any(is_double[nearest])
assert np.max(abs(e_seen - e_exact[nearest])) < 1e-3
assert np.max(abs(s_seen - s_exact[nearest])) < 1e-4 * s_exact.max()

# Exact Kohn-Sham potential and exact kernel on number-conserving densities
n_exact = 2 * np.sum(states[0] ** 2, axis=1)
orbital = np.sqrt(n_exact / 2)
v_ks = -(hopping @ orbital) / orbital
eps_ks, phi_ks = np.linalg.eigh(hopping + np.diag(v_ks))
assert np.allclose(2 * phi_ks[:, 0] ** 2, n_exact, atol=1e-10)
zero_sum = null_space(np.ones((1, 3)))
gap_ks = eps_ks[1:] - eps_ks[0]
rho_ks = (phi_ks[:, [0]] * phi_ks[:, 1:]).T


def response(energies, densities, factor, energy):
    d = densities @ zero_sum
    return -(d.T * (factor * energies / (energies ** 2 - energy ** 2))) @ d


def exact_kernel(energy):
    return (np.linalg.inv(response(gap_ks, rho_ks, 4, energy))
            - np.linalg.inv(response(e_exact, rho, 2, energy)))


static_kernel = zero_sum @ exact_kernel(0.0) @ zero_sum.T
e_adia, s_adia = casida(eps_ks, phi_ks, static_kernel)
static_exact = np.sum(2 * s_exact / e_exact)
static_adia = np.sum(2 * s_adia / e_adia)
assert len(e_adia) == 2 and abs(static_adia / static_exact - 1) < 1e-9
b_matrix = np.sqrt(2 * e_exact)[:, None] * (rho @ zero_sum)
hidden = null_space(b_matrix.T)
kernel_poles = np.sqrt(np.linalg.eigvalsh(
    hidden.T @ np.diag(e_exact ** 2) @ hidden))
assert len(kernel_poles) == np.sum(is_double)
for pole in kernel_poles:                       # a simple pole: jump ~ 1/offset
    jump = [np.linalg.norm(exact_kernel(pole + d) - exact_kernel(pole - d))
            for d in (1e-5, 2e-5)]
    assert abs(jump[0] / jump[1] - 2) < 0.02

# Second order in the kick: combinations of the adiabatic frequencies
rest = position[:, 6]
even_1 = (position[:, 2] + position[:, 3]) / 2 - rest
even_2 = (position[:, 4] + position[:, 5]) / 2 - rest
basic = np.array([0.0, e_cas[0], e_cas[1]])
combined = np.append(basic, [2 * e_cas[0], 2 * e_cas[1],
                             e_cas.sum(), e_cas[1] - e_cas[0]])
_, _, residual_basic = harmonic_fit(even_1, basic)
c1, d1, residual_full = harmonic_fit(even_1, combined)
c2, d2, _ = harmonic_fit(even_2, combined)
overtone_1, overtone_2 = np.hypot(c1[3], d1[3]), np.hypot(c2[3], d2[3])
assert residual_full < 0.01 and residual_basic > 10 * residual_full
assert abs(overtone_2 / overtone_1 - 4) < 0.08
overtone_distance = np.min(abs(e_exact - 2 * e_cas[0]))
assert overtone_distance > 1e-3

print(f"Hopping magnitude: {HOP:.2f} eV; site spacing: {SPACING:.2f} angstrom")
print("Site energies (eV):", site_energy)
print("Repulsion at distance 0, 1, 2 sites (eV):", repulsion)
print(f"Propagation: {times[-1]:.1f} fs, step {STEP:.3f} fs, sample {DT:.2f} fs")
print(f"Energy resolution 2 pi hbar/T: {2*np.pi*HBAR/times[-1]:.4f} eV")
print(f"Weak kick k: {K_WEAK:.1e} 1/angstrom")
print("EXX orbital energies (eV):", np.round(eps, 5))
print("EXX orbital gaps (eV):", np.round(eps[1:] - eps[0], 5))
for i in range(2):
    print(f"EXX state {i+1}: Casida {e_cas[i]:.6f} eV, real time {e_rt[i]:.6f} eV")
    print(f"  strength: Casida {s_cas[i]:.6f}, real time {s_rt[i]:.6f} angstrom^2")
print(f"Largest EXX energy difference: {np.max(abs(e_rt-e_cas)):.1e} eV")
print(f"Largest relative signal deviation: {deviation:.1e}")
print(f"Hankel singular values 4 and 5 / first: {singular[3]:.1e}, {singular[4]:.1e}")
print(f"Slater-type exchange coefficient: {SLATER:.2f} eV")
for i in range(2):
    print(f"Slater state {i+1}: Casida {slater[2][i]:.6f} eV, "
          f"real time {slater[5][i]:.6f} eV")
for i in range(5):
    print(f"Exact singlet {i+1}: {e_exact[i]:.5f} eV, strength "
          f"{s_exact[i]:.6f} angstrom^2, double weight {double_weight[i]:.3f}")
print(f"Frequencies found in exact kicked signal: {len(e_seen)}")
print("Their energies (eV):", np.round(e_seen, 5))
print(f"Share of exact strength in double states: "
      f"{100*s_exact[is_double].sum()/s_exact.sum():.3f} percent")
print("Exact Kohn-Sham gaps (eV):", np.round(gap_ks, 5))
print("Exact-adiabatic Casida energies (eV):", np.round(e_adia, 5))
print("Exact-adiabatic strengths (angstrom^2):", np.round(s_adia, 6))
print(f"Static response sum 2*strength/E: exact {static_exact:.6f}, "
      f"adiabatic {static_adia:.6f} angstrom^2/eV")
print("Poles of exact frequency-dependent kernel (eV):", np.round(kernel_poles, 5))
print("Stronger kicks k: 1.0e-03 and 2.0e-03 1/angstrom"
      if np.allclose(kicks[[2, 4]], [1e-3, 2e-3]) else kicks)
print(f"Overtone 2*E1: {2*e_cas[0]:.5f} eV; distance to nearest exact level: "
      f"{overtone_distance:.5f} eV")
print(f"Overtone amplitudes: {overtone_1:.3e}, {overtone_2:.3e} angstrom")
print(f"Overtone ratio on doubling the kick: {overtone_2/overtone_1:.4f}")
print(f"Second-order fit residual without combinations: {residual_basic:.3e}")
print(f"Second-order fit residual with combinations: {residual_full:.3e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hopping magnitude: 2.00 eV; site spacing: 2.00 angstrom
Site energies (eV): [0. 3. 2.]
Repulsion at distance 0, 1, 2 sites (eV): [3.0, 1.5, 0.75]
Propagation: 60.0 fs, step 0.005 fs, sample 0.10 fs
Energy resolution 2 pi hbar/T: 0.0689 eV
Weak kick k: 1.0e-04 1/angstrom
EXX orbital energies (eV): [0.70896 2.85184 6.90874]
EXX orbital gaps (eV): [2.14288 6.19979]
EXX state 1: Casida 2.716016 eV, real time 2.716016 eV
  strength: Casida 3.534049, real time 3.534048 angstrom^2
EXX state 2: Casida 6.563676 eV, real time 6.563676 eV
  strength: Casida 0.046804, real time 0.046804 angstrom^2
Largest EXX energy difference: 3.4e-07 eV
Largest relative signal deviation: 2.2e-06
Hankel singular values 4 and 5 / first: 1.3e-02, 1.9e-08
Slater-type exchange coefficient: 1.00 eV
Slater state 1: Casida 2.911855 eV, real time 2.911855 eV
Slater state 2: Casida 6.681040 eV, real time 6.681039 eV
Exact singlet 1: 2.64645 eV, strength 3.371982 angstrom^2, double weight 0.080
Exact singlet 2: 4.96247 eV, strength 0.126520 angstrom^2, double weight 0.830
Exact singlet 3: 6.64733 eV, strength 0.023498 angstrom^2, double weight 0.147
Exact singlet 4: 9.35673 eV, strength 0.002395 angstrom^2, double weight 0.928
Exact singlet 5: 13.09766 eV, strength 0.000587 angstrom^2, double weight 0.994
Frequencies found in exact kicked signal: 5
Their energies (eV): [ 2.64645  4.96247  6.64733  9.35673 13.09766]
Share of exact strength in double states: 3.674 percent
Exact Kohn-Sham gaps (eV): [2.04181 6.2305 ]
Exact-adiabatic Casida energies (eV): [2.70693 6.44768]
Exact-adiabatic strengths (angstrom^2): [3.498681 0.070874]
Static response sum 2*strength/E: exact 2.606969, adiabatic 2.606969 angstrom^2/eV
Poles of exact frequency-dependent kernel (eV): [ 5.14164  9.27121 13.08844]
Stronger kicks k: 1.0e-03 and 2.0e-03 1/angstrom
Overtone 2*E1: 5.43203 eV; distance to nearest exact level: 0.46956 eV
Overtone amplitudes: 1.022e-06, 4.086e-06 angstrom
Overtone ratio on doubling the kick: 3.9999
Second-order fit residual without combinations: 5.298e-01
Second-order fit residual with combinations: 3.124e-05
ALL CHECKS PASSED
```
